# Activation Energy of a Depletion-Region Trap from Two Noise Corners

## Problem

The low-frequency noise of a silicon transistor contains a Lorentzian: a plateau that rolls off above a corner frequency. It is attributed to a trap in the depletion region that exchanges electrons with the conduction band. The corner lies at 10 Hz at 200 K and at 100 Hz at 220 K.

(a) Show that $\ln(\tau T^2)$ is a straight line in $1/T$, where $\tau=1/(2\pi f)$ and $f$ is the corner frequency. State the conditions.

(b) Find the activation energy $E$ and its uncertainty.

(c) Estimate the capture cross-section.

(d) How far can $E$ be read as the depth of the trap level below the conduction band?

Throughout, $k$ is the Boltzmann constant, $q$ is the positive elementary charge, and $T$ is the absolute temperature.

## Hints

1. Write a rate equation for the probability $p$ that the trap is filled. How fast does a deviation from the steady value die out?
2. In equilibrium, capture and emission balance. This fixes the emission rate in terms of the capture rate.
3. The emission rate contains the effective density of states and the mean electron speed. Find how each depends on temperature.
4. Take the ratio of the two corners before inserting numbers. Unknown constants then cancel.
5. For (d), ask which of the quantities that cancelled might depend on temperature.

## Solution

### (a) From the trap to the straight line

**The Lorentzian.** Let $n$ be the electron density at the trap, $c$ the capture coefficient and $e$ the emission rate. An empty trap captures at the rate $cn$, and a full one emits at the rate $e$:

$$\frac{dp}{dt}=cn(1-p)-ep .$$

Setting the right side to zero gives the steady value $p_0=cn/(cn+e)$. A deviation $p-p_0$ obeys

$$\frac{d(p-p_0)}{dt}=-(cn+e)(p-p_0),\qquad \frac1\tau=cn+e .$$

The occupancy itself is 0 or 1, so its mean square equals its mean, and its variance is $p_0-p_0^2=p_0(1-p_0)$. Correlations decay at the rate just found. The one-sided spectrum at angular frequency $\omega$ is therefore

$$S(\omega)=4\int_0^\infty p_0(1-p_0)\,e^{-t/\tau}\cos\omega t\,dt
=\frac{4p_0(1-p_0)\,\tau}{1+\omega^2\tau^2}.$$

If the current responds in proportion to the occupancy, its noise has the same shape. The spectrum falls to half its plateau at $\omega\tau=1$, that is, at $f=1/(2\pi\tau)$.

With $u=cn/e$, the decay rate is $1/\tau=e(1+u)$. We write this as $1/\tau=\kappa e$, with $\kappa=1+u$ for a single trap.

**The emission rate.** In equilibrium $cn(1-p_0)=ep_0$. Let $E_t$ be the trap level, $E_F$ the Fermi level and $E_c$ the conduction-band edge at the trap. Fermi statistics give $(1-p_0)/p_0=e^{(E_t-E_F)/kT}$, apart from a constant degeneracy factor, which we take as 1. For non-degenerate electrons $n=N_c\,e^{-(E_c-E_F)/kT}$, where $N_c$ is the effective density of states. Hence

$$e=cn\,\frac{1-p_0}{p_0}=c\,N_c\,e^{-E/kT},\qquad E=E_c-E_t .$$

The Fermi level has dropped out. We use the same $e$ in the biased device, which assumes that the field does not change the emission process; part (d) examines this. The capture coefficient is $c=\sigma\bar v$, with cross-section $\sigma$ and mean speed $\bar v$.

**The factor $T^2$.** Silicon has six equivalent valleys, each with one longitudinal mass $m_l$ and two transverse masses $m_t$. With two spin directions and momentum components $P_i$,

$$N_c=\frac{12}{h^3}\int e^{-\sum_i P_i^2/(2m_ikT)}\,d^3P
=\frac{12\,(2\pi kT)^{3/2}\sqrt{m_lm_t^2}}{h^3}\propto T^{3/2}.$$

For the speed, the Boltzmann weight is $e^{-\sum_i m_iv_i^2/(2kT)}$. Substituting $v_i=s_i\sqrt{kT/m_i}$ turns it into $e^{-\sum_i s_i^2/2}$, which contains no temperature, so

$$\bar v=\sqrt{kT}\,\Big\langle\sqrt{\textstyle\sum_i s_i^2/m_i}\Big\rangle\propto T^{1/2}.$$

Thus $N_c\bar v=\gamma T^2$ with constant $\gamma$, for anisotropic masses too. Collecting the factors,

$$\frac1\tau=\kappa\,\sigma\gamma T^2e^{-E/kT}
\quad\Longrightarrow\quad
\ln(\tau T^2)=\frac{E}{kT}-\ln(\kappa\sigma\gamma).$$

This is a straight line in $1/T$ with slope $E/k$, provided that $E$, $\sigma$, $\kappa$ and the masses do not change with temperature.

### (b) The activation energy

Subtract the equation at $T_2$ from that at $T_1$. The constant cancels:

$$\ln\frac{\tau_1T_1^2}{\tau_2T_2^2}=\frac Ek\left(\frac1{T_1}-\frac1{T_2}\right).$$

Since $\tau_1/\tau_2=f_2/f_1$, the left side is $\ln(f_2/f_1)-2\ln(T_2/T_1)$, and

$$E=\frac{\ln(f_2/f_1)-2\ln(T_2/T_1)}{D},\qquad D=\frac1{kT_1}-\frac1{kT_2}.$$

The corners correspond to $\tau_1=15.9$ ms and $\tau_2=1.59$ ms. With $k=8.617\times10^{-5}$ eV/K, $D=5.275\ \mathrm{eV^{-1}}$. The numerator is $2.3026-0.1906=2.1120$, so

$$E=\frac{2.1120}{5.275\ \mathrm{eV^{-1}}}=0.400\ \mathrm{eV}=6.4\times10^{-20}\ \mathrm J .$$

**What $T^2$ contributes.** Without it, the same data give $2.3026/5.275=0.437$ eV, which is 0.036 eV too high. The excess is $2\ln(T_2/T_1)/D$. For a small step $\delta T$ at temperature $T$, the logarithm is $\delta T/T$ and $D$ is $\delta T/(kT^2)$, so the excess tends to $2kT$. Part of the rise of the corner comes from more band states and faster electrons, and this part must not be credited to the barrier.

**Uncertainty.** Suppose each corner has an independent relative error of 10 %. The two errors in $\ln(f_2/f_1)$ add in quadrature, giving

$$\delta E=\frac{\sqrt2\times0.10}{5.275\ \mathrm{eV^{-1}}}=0.027\ \mathrm{eV}.$$

If the upper temperature were really 221 K, with everything else held fixed, $E$ would fall by 0.019 eV. Errors of this size justify $E\approx0.40$ eV and no third decimal. A wider temperature span raises $D$ and reduces both errors.

Two points always define a line, so they cannot show that the law holds. A third temperature is needed for that, and to guard against having followed two different traps.

### (c) The cross-section

Solving the rate equation at $T_1$ for $\sigma$ gives

$$\sigma=\frac{2\pi f_1}{\kappa\,\gamma T_1^2\,e^{-E/kT_1}} .$$

Rough silicon masses, $m_l=0.92$ and $m_t=0.19$ electron masses, give $\gamma=6.35\times10^{21}\ \mathrm{cm^{-2}s^{-1}K^{-2}}$. The Boltzmann factor at 200 K is $8.1\times10^{-11}$. For $\kappa=1$,

$$\sigma\approx\frac{62.8\ \mathrm{s^{-1}}}{(6.35\times10^{21})(4.0\times10^4)(8.1\times10^{-11})\ \mathrm{cm^{-2}s^{-1}}}
\approx3\times10^{-15}\ \mathrm{cm^2}.$$

This is $0.3\ \mathrm{nm^2}$, an area of atomic size. It is much less certain than $E$. With $f_1$ held fixed, raising $E$ by 0.027 eV multiplies $\sigma$ by $e^{0.0268/0.01723}=4.7$. Errors in the temperatures widen this range further, so the result is an order of magnitude at best.

### (d) Is $E$ the depth of the level?

**The factor $\kappa$.** If $\kappa$ changes from $\kappa_1$ to $\kappa_2$, the measured $\ln(f_2/f_1)$ contains an extra $\ln(\kappa_2/\kappa_1)$, which the formula wrongly credits to the barrier. If $\kappa$ doubles, the formula overstates the barrier by $\ln2/5.275\ \mathrm{eV^{-1}}=0.13$ eV, a third of the result. This can matter for a single trap at a fixed place, because $u=e^{(E_F-E_t)/kT}$ in general varies with temperature.

Could one avoid the problem by assuming that the trap lies deep in the depletion region, where $n\to0$ and $\kappa\to1$? The corner is then simple, but the noise is weak. The variance is $p_0(1-p_0)=u/(1+u)^2$, which vanishes with $u$. Hole emission, which fills the trap from the valence band, hardly helps. For a rough gap of 1.15 eV and equal prefactors, its rate relative to electron emission at 200 K is $e^{-(1.15-2E)/kT}$ with $E$ in eV, or $1.6\times10^{-9}$. The trap is therefore almost always empty there. The variance is largest, 1/4, at $u=1$, where the level crosses the Fermi level. Variation 1 treats traps spread around that plane.

**The electric field in a real device.** Consider transistors whose depletion region lies in p-type silicon, with uniform dopings $N$ of $10^{16}$ and $10^{17}\ \mathrm{cm^{-3}}$, and let electrons and holes share one Fermi level. In the neutral material this level lies roughly 0.10 eV above the valence band (nearer 0.13 eV at the lower doping and 0.09 eV at the higher, which changes the fields below by about 5 % at most). At the noisy plane, where the trap level crosses it, it lies 0.40 eV below the conduction band. With a gap of 1.15 eV, the bands have bent by roughly $1.15-0.10-0.40=0.65$ eV there, so we take a band bending $\psi=0.65$ V. In a depleted region Poisson's equation gives $d(F^2)/d\psi=2qN/\varepsilon$, where $F$ is the field and $\varepsilon$ the permittivity. With $F=0$ at $\psi=0$, $F=\sqrt{2qN\psi/\varepsilon}$, which is 0.045 and 0.14 MV/cm for the two dopings. The assumption that fails is field-free emission, in two ways.

First, an electron lifted to an energy $\delta$ below the band edge can tunnel through the triangular tip of the barrier. For tunnelling mass $m$, the semiclassical transmission is

$$\exp\left[-\frac2\hbar\int_0^{\delta/qF}\!\sqrt{2m(\delta-qFx)}\,dx\right]
=\exp\left[-\frac{4\sqrt{2m}\,\delta^{3/2}}{3\hbar qF}\right].$$

Weight each energy by its Boltzmann factor relative to the band edge, and count unit transmission above the edge. With $z=\delta/kT$, emission rises by the factor

$$G=1+\int_0^{E/kT}\exp\left[z-\frac{4\sqrt{2m}\,(zkT)^{3/2}}{3\hbar qF}\right]dz .$$

Detailed balance raises capture by the same factor, so $u$ is unchanged. With the light mass $m_t$, the choice that favours tunnelling, $G$ falls from 2.27 at 200 K to 2.08 at 220 K for the lower doping, and from 9.5 to 7.1 for the higher. Tunnelling thus weakens the measured temperature dependence. The zero-field barrier exceeds the slope energy by $-\ln(G_2/G_1)/D$, which is 0.017 eV and 0.056 eV respectively. For this Boltzmann weighting the figures are too high, above all at the lower doping: much of the gain there comes from energies just below the band edge, where the semiclassical transmission is unreliable. Counting the exact electron states in a uniform field, with the same mass and the same weight, gives $G=\exp[(\hbar qF)^2/(24m(kT)^3)]$ and shifts of only about 0.003 eV and 0.03 eV. The Boltzmann weight is itself a simplification. A deep trap lifts its electron by absorbing many phonons, and this favours tunnelling from further below the edge. In a model with one phonon mode and a Huang–Rhys factor of 3, the shifts are about 0.006 eV and 0.06 eV for a phonon energy of 50 meV, and about 0.012 eV and 0.10 eV for 30 meV. The size of the tunnelling correction therefore depends on the lattice coupling of the trap, which the two corners do not reveal.

Second, a trap that is positively charged when empty attracts the escaping electron. Along the field, the potential energy $-q^2/(4\pi\varepsilon r)-qFr$ has its maximum at $r_0=\sqrt{q/(4\pi\varepsilon F)}$. Its value there is $-2qFr_0$, so the barrier is lowered by $\sqrt{q^3F/(\pi\varepsilon)}$. This is 0.047 eV and 0.084 eV for the two dopings. In other directions the barrier is lowered less, so this effect alone changes the slope energy by less than these values. It does not apply to a trap that is neutral when empty. The two estimates should not simply be added, because the Coulomb attraction also reshapes the tip through which the electron tunnels.

So 0.40 eV is a sound apparent activation energy. Reading it as a depth requires that the cross-section and the depth itself do not change with temperature. Even then the field leaves a correction. For a trap that is positively charged when empty, the zero-field depth may be higher by several hundredths of an eV, and by more at the higher doping. For a trap that is neutral when empty only the tunnelling correction remains. In the estimates above it lies below the measurement error at the lower doping, but at the higher doping it is several hundredths of an eV or more, depending on the lattice coupling. A cross-section that varies with temperature can matter as much: if it fell as $T^{-2}$, it would cancel the factor $T^2$, and the data would give the 0.437 eV found in part (b) without that factor. Variation 2 treats a level that moves. Degeneracy is no concern at the noisy plane: with the level at the Fermi level, the occupation at the band edge is below $10^{-9}$ at both temperatures.

## Variation 1: a sheet of traps

*Identical traps are spread uniformly around the plane where the level crosses the Fermi level. All affect the current equally, and the field is uniform across this layer. What changes?*

With $x$ measured from the plane, $u=e^{qFx/kT}$, so $dx=(kT/qF)\,du/u$. Put $w=\omega/e$. Each trap has $p_0(1-p_0)=u/(1+u)^2$ and $\tau=1/[e(1+u)]$. Summing their spectra and setting $v=1+u$ gives

$$S\propto\int_0^\infty\frac{du}{(1+u)\left[(1+u)^2+w^2\right]}
=\int_1^\infty\frac{dv}{v(v^2+w^2)} .$$

Since $\dfrac1{v(v^2+w^2)}=\dfrac1{w^2}\left(\dfrac1v-\dfrac v{v^2+w^2}\right)$,

$$S\propto\frac1{w^2}\left[\ln\frac{v}{\sqrt{v^2+w^2}}\right]_1^\infty=\frac{\ln(1+w^2)}{2w^2}.$$

This is not quite a Lorentzian: at high frequency it falls as $(\ln w)/w^2$. For $w\to0$ it tends to 1/2, so the half-power point satisfies $\ln(1+w^2)=w^2/2$, giving $w=\kappa=1.585$. This is a pure number, the same at both temperatures, so $E$ stays at 0.40 eV. The cross-section is divided by $\kappa$ and becomes about $2\times10^{-15}\ \mathrm{cm^2}$. Letting the field vary with depth, as uniform doping requires, shifts $E$ by about 0.2 meV in size.

The corner must be read in the same way at both temperatures. The maximum of $fS$, with $f$ here the running frequency, lies at $w=1.98$ rather than 1.585. Using half power at one temperature and this maximum at the other would change $E$ by $\ln(1.98/1.585)/5.275\ \mathrm{eV^{-1}}=0.042$ eV in size.

## Variation 2: a level that moves with temperature

*The depth of the level is $H-\alpha T$, and capture needs its own activation, $\sigma=\sigma_0e^{-E_b/kT}$. What does the slope give?*

Insert both into the emission rate:

$$e=\sigma_0\gamma T^2e^{-E_b/kT}e^{-(H-\alpha T)/kT}
=\left(\sigma_0e^{\alpha/k}\right)\gamma T^2e^{-(H+E_b)/kT}.$$

The slope gives $H+E_b$. The term $\alpha T$ leaves no trace in it, because $\alpha T/kT$ is constant and moves into the apparent cross-section.

As a size estimate, let the silicon gap shrink by roughly 0.2 meV/K and let the trap depth take up the whole change. With $E_b=0$, the depth at 210 K is then 0.042 eV less than the slope energy: about 0.36 eV instead of 0.40 eV. The apparent cross-section is too large by $e^{\alpha/k}=e^{2.32}\approx10$. If the level instead keeps a fixed distance from the conduction band, $\alpha=0$ and both corrections vanish. The two corners alone cannot distinguish these cases, nor separate $H$ from $E_b$. A measurement of the capture coefficient $c$ at several temperatures would supply $E_b$, once the factor $T^{1/2}$ from the mean speed is divided out. The capture rate $cn$ alone is not enough, because $n$ may also depend on temperature.

The numerical output below lists the main values used here.

## Computed results

```
Corner at 200 K: 10 Hz; at 220 K: 100 Hz
tau at T1: 15.915 ms; at T2: 1.592 ms
tau T^2 at T1: 636.62 s K^2
tau T^2 at T2: 77.03 s K^2
k = 8.617333e-05 eV/K
kT at T1: 0.01723 eV; at T2: 0.01896 eV
ln(f2/f1) = 2.30259
2 ln(T2/T1) = 0.19062
ln ratio of tau T^2 = 2.11196
1/kT1 - 1/kT2 = 5.2748 1/eV
Activation energy E = 0.4004 eV = 6.415e-20 J
E by root search on summed flux = 0.4004 eV
E if T^2 is left out = 0.4365 eV
Excess = 0.0361 eV; 2k sqrt(T1 T2) = 0.0362 eV
Error from 10 % in each corner = 0.0268 eV
Change of E if T2 is 1 K higher = -0.0190 eV
Silicon masses (rough): 0.92, 0.19 electron masses
gamma = Gamma/T^2 = 6.353e+21 1/(cm^2 s K^2)
Cross-section, kappa = 1: 3.04e-15 cm^2
Half-power kappa of trap sheet = 1.5852
Peak of frequency times spectrum at w = 1.980
Cross-section, trap sheet: 1.92e-15 cm^2
Factor on cross-section from corner error in E at T1 = 4.7
Shift of E if kappa doubles from T1 to T2 = 0.1314 eV
Relative permittivity (rough) 11.7; band bending 0.65 V
Doping 1e+16 cm^-3: field 0.0448 MV/cm
  tunnelling gain at T1 2.268, at T2 2.078
  zero-field barrier above E by 0.0165 eV (tunnelling)
  Coulomb lowering, trap charged when empty: 0.0470 eV
Doping 1e+17 cm^-3: field 0.1418 MV/cm
  tunnelling gain at T1 9.479, at T2 7.066
  zero-field barrier above E by 0.0557 eV (tunnelling)
  Coulomb lowering, trap charged when empty: 0.0835 eV
kappa with field gradient: T1 1.5726, T2 1.5714
Shift of E from field gradient = -0.155 meV
Gap (rough) 1.15 eV; falls by 0.2 meV/K (rough)
Slope energy minus depth at 209.8 K, full gap shift = 0.0420 eV
Hole over electron emission at T1, equal prefactors = 1.6e-09
Band-edge occupation at half-filling plane, T1 = 8.1e-11, T2 = 6.7e-10
Mean speed, anisotropic over isotropic mass = 0.9843
```
